**Spin-orbit coefficient of the Kane conduction band**

The program examines the projected position $\mathbf r=i\nabla_{\mathbf k}+\lambda\,\boldsymbol\sigma\times\mathbf k$ with $\lambda=(P^2/3)[1/E_g^2-1/(E_g+D)^2]$. Here $E_g$ is the gap, $D$ the valence spin-orbit splitting, $P$ the Kane coupling, $\mathbf k$ the wave vector and $\boldsymbol\sigma$ the Pauli matrices. It asserts that the Berry connection and curvature obtained by diagonalizing the eight-band matrix agree with this formula near $\mathbf k=0$, that the curvature vanishes at $D=0$, and that it follows the linear law at small $D$. It also asserts the vacuum coefficient from the Dirac matrix, the ratio of magnitudes, the band-edge mass, and the size and sign of a level splitting in a weak superlattice. For $E_g=1.5$ eV, $D=0.3$ eV and $P=10$ eV Å, the output gives $\lambda=4.53$ Å$^2$, against $-3.73\times10^{-6}$ Å$^2$ in vacuum, a magnitude ratio of $1.2\times10^6$. The superlattice splitting from diagonalization lies 0.4% below the leading-order formula, and the curvature falls to 72% of its band-edge value at $k_z=0.05$ Å$^{-1}$.

## Numerical verification

```python
"""
Result under test: position projected on the Kane conduction doublet is
    r = i d/dk + lam * (sigma x k),
    lam = (P^2/3) * (1/Eg^2 - 1/(Eg+D)^2),
so a slow potential V acquires the term lam * sigma.(k x grad V).
Eg: band gap, D: valence spin-orbit splitting, P: Kane coupling,
sigma: Pauli matrices, k: wave vector. Units: eV and angstrom.
In vacuum the coefficient is -hbar^2/(4 m^2 c^2).
The Berry curvature at k=0 is F_xy = 2*lam*sigma_z.
"""
import numpy as np
from scipy import constants as const

EV = const.e
HB2_2M = const.hbar**2 / (2 * const.m_e) / EV * 1e20   # eV A^2
HBAR_C = const.hbar * const.c / EV * 1e10              # eV A
MC2 = const.m_e * const.c**2 / EV                      # eV
BOHR = const.physical_constants["Bohr radius"][0] * 1e10

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
EPS = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    EPS[a, b, c] = 1.0
    EPS[a, c, b] = -1.0
L_DOT_SIGMA = sum(np.kron(-1j * EPS[a], PAULI[a]) for a in range(3))


def kane(k, gap, split, coupling):
    """Eight-band matrix; basis (S, X, Y, Z) times (up, down)."""
    h = np.zeros((8, 8), dtype=complex)
    h[2:, 2:] = -(gap + split / 3) * np.eye(6) + split / 3 * L_DOT_SIGMA
    row = np.kron(1j * coupling * np.asarray(k).reshape(1, 3), np.eye(2))
    h[:2, 2:] = row
    h[2:, :2] = row.conj().T
    return h + HB2_2M * np.dot(k, k) * np.eye(8)


def dirac(k):
    """Free Dirac matrix with the upper doublet first."""
    sk = HBAR_C * np.tensordot(k, PAULI, axes=1)
    return np.block([[MC2 * np.eye(2), sk], [sk, -MC2 * np.eye(2)]])


def projector(ham, k):
    """Projector on the two highest states."""
    vec = np.linalg.eigh(ham(k))[1][:, -2:]
    return vec @ vec.conj().T


def frame(ham, k):
    """Symmetrically orthonormalized projection of the first two basis states."""
    cols = projector(ham, k)[:, :2]
    w, u = np.linalg.eigh(cols[:2, :])
    return cols @ (u / np.sqrt(w)) @ u.conj().T


def curvature_xy(ham, k, step):
    """Non-Abelian Berry curvature from derivatives of the projector."""
    d = []
    for axis in range(2):
        e = step * np.eye(3)[axis]
        d.append((projector(ham, k + e) - projector(ham, k - e)) / (2 * step))
    f = frame(ham, k)
    return 1j * f.conj().T @ (d[0] @ d[1] - d[1] @ d[0]) @ f


def lam_formula(gap, split, coupling):
    return coupling**2 / 3 * (1 / gap**2 - 1 / (gap + split)**2)


Eg, D, P = 1.5, 0.3, 10.0
zero = np.zeros(3)
lam = lam_formula(Eg, D, P)


def model(k):
    return kane(k, Eg, D, P)


# Curvature of the diagonalized eight-band matrix at the band edge
F0 = curvature_xy(model, zero, 1e-3)
lam_num = F0[0, 0].real / 2
assert np.allclose(F0, 2 * lam * PAULI[2], atol=1e-3 * lam)

# Connection in the symmetric frame at a general small wave vector
k0 = np.array([4e-4, -6e-4, 3e-4])
U0 = frame(model, k0)
h = 1e-4
for i in range(3):
    e = h * np.eye(3)[i]
    dU = (frame(model, k0 + e) - frame(model, k0 - e)) / (2 * h)
    A_num = 1j * U0.conj().T @ dU
    A_formula = lam * sum(EPS[i, a, b] * PAULI[a] * k0[b]
                          for a in range(3) for b in range(3))
    assert np.max(abs(A_num - A_formula)) < 2e-3 * lam * np.linalg.norm(k0)

# No valence spin-orbit splitting, no curvature; linear law for small splitting
F_none = curvature_xy(lambda k: kane(k, Eg, 0.0, P), zero, 1e-3)
assert np.max(abs(F_none)) < 1e-8
small = 0.003
F_small = curvature_xy(lambda k: kane(k, Eg, small, P), zero, 1e-3)
assert abs(F_small[0, 0].real / 2 / (2 * P**2 * small / (3 * Eg**3)) - 1) < 0.01

# Vacuum coefficient from the Dirac matrix
lam_vac = -HBAR_C**2 / (4 * MC2**2)
F_vac = curvature_xy(dirac, zero, 1.0)
lam_vac_num = F_vac[0, 0].real / 2
assert np.allclose(F_vac, 2 * lam_vac * PAULI[2], atol=1e-3 * abs(lam_vac))

# Size of the ratio, from the two numerical curvatures
E_P = P**2 / HB2_2M
ratio = 2 / 3 * E_P * MC2 * (1 / Eg**2 - 1 / (Eg + D)**2)
assert abs(abs(lam_num / lam_vac_num) / ratio - 1) < 1e-3

# Band-edge mass
inv_mass = 1 + E_P / 3 * (2 / Eg + 1 / (Eg + D))
km = 1e-3
E_top = np.linalg.eigvalsh(model(np.array([km, 0, 0])))[-1]
assert abs(E_top / (HB2_2M * km**2) / inv_mass - 1) < 1e-3

# Kane electron in a weak square superlattice: level splitting for spin up.
# At kz=0 the states S-up, X-up, Y-up, Z-down form a closed block.
q, VG = 0.005, 5e-6
block = [0, 2, 4, 7]
rest = [1, 3, 5, 6]
assert np.max(abs(model(np.array([q, 2 * q, 0]))[np.ix_(block, rest)])) < 1e-14
waves = [(a, b) for a in range(-2, 3) for b in range(-2, 3) if (a + b) % 2]
n = len(waves)
H = np.zeros((4 * n, 4 * n), dtype=complex)
for s, (a, b) in enumerate(waves):
    hk = model(np.array([a * q, b * q, 0.0]))
    H[4*s:4*s+4, 4*s:4*s+4] = hk[np.ix_(block, block)]
    for t, (c, d) in enumerate(waves):
        if abs(a - c) == 1 and abs(b - d) == 1:
            H[4*s:4*s+4, 4*t:4*t+4] = VG * np.eye(4)
levels, states = np.linalg.eigh(H)
E_m = {}
for m in (1, -1):
    trial = np.zeros(4 * n, dtype=complex)
    for j, g in enumerate([(1, 0), (0, 1), (-1, 0), (0, -1)]):
        trial[4 * waves.index(g)] = np.exp(1j * m * j * np.pi / 2) / 2
    weight = abs(states.conj().T @ trial)**2
    assert weight.max() > 0.9
    E_m[m] = levels[np.argmax(weight)]
split_num = E_m[1] - E_m[-1]
split_formula = 4 * lam * q**2 * VG
assert abs(split_num / split_formula - 1) < 0.02

# Local estimate and range of validity
k_ex, force = 0.01, 1e-3
fall = []
for kz in (0.01, 0.03, 0.05):
    Fk = curvature_xy(model, np.array([0, 0, kz]), 1e-3)
    fall.append((kz, np.linalg.eigvalsh(Fk)[-1] / (2 * lam)))

print(f"gap Eg = {Eg:.2f} eV")
print(f"valence spin-orbit splitting D = {D:.2f} eV")
print(f"Kane coupling P = {P:.2f} eV A")
print(f"hbar^2/(2m) = {HB2_2M:.4f} eV A^2")
print(f"E_P = 2mP^2/hbar^2 = {E_P:.3f} eV")
print(f"band-edge mass m*/m = {1 / inv_mass:.4f}")
print(f"j=3/2 share of lambda = {P**2 / 3 / Eg**2:.3f} A^2")
print(f"j=1/2 share of lambda = {-P**2 / 3 / (Eg + D)**2:.3f} A^2")
print(f"lambda, formula = {lam:.4f} A^2")
print(f"lambda, numerical curvature = {lam_num:.4f} A^2")
print(f"lambda, formula = {lam / BOHR**2:.3f} bohr^2")
print(f"curvature F_xy for spin up, 2*lambda = {2 * lam:.3f} A^2")
print(f"small-D estimate 2P^2D/(3Eg^3) = {2*P**2*D/(3*Eg**3):.3f} A^2")
print(f"hbar c = {HBAR_C:.3f} eV A")
print(f"electron rest energy mc^2 = {MC2:.1f} eV")
print(f"vacuum lambda, formula = {lam_vac:.4e} A^2")
print(f"vacuum lambda, Dirac curvature = {lam_vac_num:.4e} A^2")
print(f"magnitude ratio |lambda/lambda_vac| = {ratio:.4e}")
print(f"superlattice wave number q = {q:.4f} 1/A")
print(f"superlattice Fourier component V_G = {VG:.2e} eV")
print(f"superlattice splitting, eight bands = {split_num:.4e} eV")
print(f"superlattice splitting, formula = {split_formula:.4e} eV")
print(f"example wave number k = {k_ex:.3f} 1/A")
print(f"example force = {force * 1e3:.2f} meV/A")
print(f"position shift lambda*k = {lam * k_ex:.4f} A")
print(f"local spin splitting 2*lambda*k*force = {2e3*lam*k_ex*force:.4f} meV")
for kz, value in fall:
    print(f"F_xy(kz)/F_xy(0) at kz = {kz:.2f} 1/A: {value:.4f}")
print("OK")
```

Printed output:

```
gap Eg = 1.50 eV
valence spin-orbit splitting D = 0.30 eV
Kane coupling P = 10.00 eV A
hbar^2/(2m) = 3.8100 eV A^2
E_P = 2mP^2/hbar^2 = 26.247 eV
band-edge mass m*/m = 0.0571
j=3/2 share of lambda = 14.815 A^2
j=1/2 share of lambda = -10.288 A^2
lambda, formula = 4.5267 A^2
lambda, numerical curvature = 4.5259 A^2
lambda, formula = 16.165 bohr^2
curvature F_xy for spin up, 2*lambda = 9.053 A^2
small-D estimate 2P^2D/(3Eg^3) = 5.926 A^2
hbar c = 1973.270 eV A
electron rest energy mc^2 = 510999.0 eV
vacuum lambda, formula = -3.7280e-06 A^2
vacuum lambda, Dirac curvature = -3.7279e-06 A^2
magnitude ratio |lambda/lambda_vac| = 1.2143e+06
superlattice wave number q = 0.0050 1/A
superlattice Fourier component V_G = 5.00e-06 eV
superlattice splitting, eight bands = 2.2546e-09 eV
superlattice splitting, formula = 2.2634e-09 eV
example wave number k = 0.010 1/A
example force = 1.00 meV/A
position shift lambda*k = 0.0453 A
local spin splitting 2*lambda*k*force = 0.0905 meV
F_xy(kz)/F_xy(0) at kz = 0.01 1/A: 0.9849
F_xy(kz)/F_xy(0) at kz = 0.03 1/A: 0.8793
F_xy(kz)/F_xy(0) at kz = 0.05 1/A: 0.7215
OK
```
